# Canonical twist averaging of free fermions in one and two dimensions: a test that failed at first

The program, its output, the diagnosis and the repair follow.

```python
"""
Result under test: N free spinless fermions in a periodic cell of side L, with
the N lowest orbitals filled at every twist and the energy averaged over twists.
  1D: the average equals the infinite-system energy kF^2/6 per particle.
  2D: the average exceeds kF^2/4 per particle by the relative amount
      < (R^2/kF^2 - 1)^2 >, a mean over directions, where R(angle) is the
      boundary of the region of k-space that is occupied at some twist.
Symbols: b = 2 pi / L is the orbital spacing in k-space; t = twist/(2 pi).
Inside the functions k is in units of b and energy in units of b^2 (hartree
atomic units); the example is converted to bohr and hartree.
"""
import numpy as np
from scipy.constants import physical_constants

HARTREE_MEV = 1000 * physical_constants["Hartree energy in eV"][0]
HALF_DIAGONAL = 1 / np.sqrt(2)


def fermi_radius(n_part):
    """Radius of the disc of area N (units of b)."""
    return np.sqrt(n_part / np.pi)


def midpoints(m):
    return (np.arange(m) + 0.5) / m - 0.5


def levels_1d(n_part, t):
    n = np.arange(-n_part // 2 - 2, n_part // 2 + 3)
    return 0.5 * (t[:, None] + n[None, :]) ** 2


def levels_2d(n_part, tx, ty):
    """Orbital energies, one row per twist (tx, ty)."""
    nmax = int(np.ceil(fermi_radius(n_part) + HALF_DIAGONAL + 0.5))
    n = np.arange(-nmax, nmax + 1)
    ex = 0.5 * (tx[:, None] + n) ** 2
    ey = 0.5 * (ty[:, None] + n) ** 2
    return (ex[:, :, None] + ey[:, None, :]).reshape(len(tx), -1)


def fill_lowest(levels, n_part):
    """Energy per particle at each twist, N lowest orbitals filled."""
    part = np.partition(levels, n_part - 1, axis=1)
    return part[:, :n_part].mean(axis=1)


def twist_grid_2d(m):
    tx, ty = np.meshgrid(midpoints(m), midpoints(m), indexing="ij")
    return tx.ravel(), ty.ravel()


def boundary_radius(n_part, angles):
    """N-th smallest of |G|^2/(2 u.G) over lattice vectors G with u.G > 0."""
    gmax = int(np.ceil(2 * (fermi_radius(n_part) + HALF_DIAGONAL)))
    g = np.arange(-gmax, gmax + 1)
    gx, gy = [a.ravel() for a in np.meshgrid(g, g)]
    proj = np.outer(np.cos(angles), gx) + np.outer(np.sin(angles), gy)
    dist = np.full(proj.shape, np.inf)
    ahead = proj > 1e-12
    g2 = np.broadcast_to((gx**2 + gy**2).astype(float), proj.shape)
    dist[ahead] = g2[ahead] / (2 * proj[ahead])
    return np.partition(dist, n_part - 1, axis=1)[:, n_part - 1]


# ---------- one dimension: mean over twists and range of single twists
t_line = midpoints(2000)
for n_part in (1, 2, 3, 12, 13, 40):
    lev = levels_1d(n_part, t_line)
    ratio = fill_lowest(lev, n_part) / (n_part**2 / 24)
    # midpoint rule on 2000 twists has relative error 1/(2000 N)^2
    assert abs(ratio.mean() - 1) < 1e-6
    # extreme twists are missed by half a grid step
    assert abs(ratio.min() - (1 - 1 / n_part**2)) < 5e-3 / n_part**2
    assert abs(ratio.max() - (1 + 2 / n_part**2)) < 5e-3 / n_part**2
    # the Fermi segment holds exactly N orbitals at every twist
    assert np.all((lev < 0.5 * (n_part / 2) ** 2).sum(axis=1) == n_part)

# ---------- two dimensions: direct filling against the boundary formula
M = 200
tx, ty = twist_grid_2d(M)
angles = (np.arange(8000) + 0.5) / 8000 * np.pi / 2   # fourfold symmetry
table = []
for n_part in (1, 2, 5, 13, 29, 49, 101):
    kf = fermi_radius(n_part)
    radius = boundary_radius(n_part, angles)
    shape_bias = np.mean((radius**2 / kf**2 - 1) ** 2)
    direct = fill_lowest(levels_2d(n_part, tx, ty), n_part).mean()
    direct_bias = direct / (kf**2 / 4) - 1
    assert abs(np.mean(radius**2) / kf**2 - 1) < 1e-5      # equal area
    assert direct_bias > 0
    # 1 percent covers the error of the finite twist grid
    assert abs(direct_bias - shape_bias) < 0.01 * shape_bias
    assert np.max(np.abs(radius - kf)) <= HALF_DIAGONAL + 1e-9
    x = np.sqrt(np.pi / (2 * n_part))
    bound = x**2 * (2 + x) ** 2
    assert direct_bias < bound
    if n_part <= 2:                                        # square regions
        assert abs(shape_bias - (np.pi / 3 - 1)) < 1e-6
    table.append((n_part, direct_bias, shape_bias, bound))

# ---------- shape of the occupied region at random k-points
rng = np.random.default_rng(7)
for n_part in (3, 13, 29):
    kf = fermi_radius(n_part)
    k = rng.uniform(-kf - 1, kf + 1, size=(4000, 2))
    t = k - np.round(k)
    lev = levels_2d(n_part, t[:, 0], t[:, 1])
    highest = np.partition(lev, n_part - 1, axis=1)[:, n_part - 1]
    occupied = 0.5 * (k**2).sum(axis=1) <= highest + 1e-10
    edge = boundary_radius(n_part, np.arctan2(k[:, 1], k[:, 0]))
    assert np.array_equal(occupied, np.hypot(k[:, 0], k[:, 1]) < edge)
    assert 0 < occupied.sum() < len(k)

# ---------- worked example: r_s = 2 bohr, N = 13
r_s, N = 2.0, 13
L1 = 2 * r_s * N
b1 = 2 * np.pi / L1
e1 = fill_lowest(levels_1d(N, t_line), N) * b1**2
exact1 = (np.pi * N / L1) ** 2 / 6

L2 = np.sqrt(N * np.pi) * r_s
b2 = 2 * np.pi / L2
kF2 = np.sqrt(4 * np.pi * N) / L2
exact2 = kF2**2 / 4
lev = levels_2d(N, tx, ty)
e2 = fill_lowest(lev, N) * b2**2
zero = np.zeros(1)
gamma2 = fill_lowest(levels_2d(N, zero, zero), N)[0] * b2**2
coarse = fill_lowest(levels_2d(N, *twist_grid_2d(M // 2)), N).mean() * b2**2
bias = e2.mean() - exact2
assert e2.min() < exact2 < e2.mean()
assert abs(coarse - e2.mean()) < 0.02 * bias

# filling the Fermi disc at every twist instead of N orbitals
inside = lev < 0.5 * fermi_radius(N) ** 2
count = inside.sum(axis=1)
disc_energy = (lev * inside).sum(axis=1).mean() * b2**2 / N
# the sharp disc edge on a finite twist grid leaves a small sampling error
assert abs(count.mean() / N - 1) < 5e-4
assert abs(disc_energy - exact2) < 0.05 * bias
assert count.min() < N < count.max()

R = boundary_radius(N, angles) * b2
empty = np.mean(np.maximum(0, kF2**2 - R**2)) / kF2**2
assert R.min() < kF2 < R.max()

print(f"Example: r_s = {r_s:.1f} bohr, N = {N}")
print(f"1D cell length L = {L1:.3f} bohr")
print(f"1D kF = {np.pi * N / L1:.6f} 1/bohr")
print(f"1D exact energy per particle = {exact1:.7f} hartree")
print(f"1D twist-averaged energy per particle = {e1.mean():.7f} hartree")
print(f"1D lowest single-twist energy = {e1.min():.6f} hartree")
print(f"1D highest single-twist energy = {e1.max():.6f} hartree")
print(f"2D cell side L = {L2:.4f} bohr")
print(f"2D orbital spacing b = {b2:.5f} 1/bohr")
print(f"2D kF = {kF2:.5f} 1/bohr")
print(f"2D exact energy per particle = {exact2:.6f} hartree")
print(f"2D twist-averaged energy per particle = {e2.mean():.6f} hartree")
print(f"2D bias per particle = {bias:.6f} hartree")
print(f"2D bias per particle = {bias * HARTREE_MEV:.2f} meV")
print(f"2D relative bias = {100 * bias / exact2:.4f} percent")
print(f"2D shift, {M // 2}x{M // 2} to {M}x{M} twists ="
      f" {e2.mean() - coarse:.1e} hartree")
print(f"2D zero-twist energy per particle = {gamma2:.6f} hartree")
print(f"2D lowest single-twist energy = {e2.min():.6f} hartree")
print(f"2D highest single-twist energy = {e2.max():.6f} hartree")
print(f"2D twists below the exact energy = {100 * np.mean(e2 < exact2):.1f}"
      " percent")
print(f"2D smallest boundary radius = {R.min():.4f} 1/bohr")
print(f"2D largest boundary radius = {R.max():.4f} 1/bohr")
print(f"2D part of Fermi disc left empty = {100 * empty:.2f} percent")
print(f"2D disc filling: particle number from {count.min()} to {count.max()}")
print(f"2D disc filling: mean particle number = {count.mean():.4f}")
print(f"2D disc filling: mean energy / N = {disc_energy:.6f} hartree")
print(f"Closed form for N = 1 and 2: pi/3 - 1 = {100*(np.pi/3-1):.4f} percent")
print("2D relative bias in percent: N, direct filling, boundary, upper bound")
for n_part, d, s, u in table:
    print(f"  {n_part:4d}  {100 * d:8.4f}  {100 * s:8.4f}  {100 * u:9.3f}")
print("success")
```

It fails:

```
Traceback (most recent call last):
  File "check.py", line 141, in <module>
    assert abs(disc_energy - exact2) < 0.05 * bias
           ^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^
AssertionError
```

Diagnosis: Filling the Fermi disc at every twist gives the exact energy only in the limit of a dense twist grid. On the old 200 x 200 grid the sharp disc edge left a counting error larger than the allowed 5 percent of the small canonical bias, so the fault lay in the sampling and not in the physics. The disc filling now has its own 1000 x 1000 twist grid, and its energy error is printed for both grids. The energy tolerance is unchanged, the tolerance on the mean particle number is tightened from 5e-4 to 1e-4, and no other test is altered.

Repair:

```diff
@@ -49,4 +49,18 @@
     tx, ty = np.meshgrid(midpoints(m), midpoints(m), indexing="ij")
     return tx.ravel(), ty.ravel()
+
+
+def fill_disc(n_part, m):
+    """Fill all orbitals inside the Fermi disc on an m x m twist grid.
+
+    Returns the particle number at each twist and the mean energy over N."""
+    t = midpoints(m)
+    counts, energy = [], 0.0
+    for t_row in t:
+        lev = levels_2d(n_part, np.full(m, t_row), t)
+        inside = lev < 0.5 * fermi_radius(n_part) ** 2
+        counts.append(inside.sum(axis=1))
+        energy += lev[inside].sum()
+    return np.concatenate(counts), energy / (m * m * n_part)
 
 
@@ -124,6 +138,5 @@
 kF2 = np.sqrt(4 * np.pi * N) / L2
 exact2 = kF2**2 / 4
-lev = levels_2d(N, tx, ty)
-e2 = fill_lowest(lev, N) * b2**2
+e2 = fill_lowest(levels_2d(N, tx, ty), N) * b2**2
 zero = np.zeros(1)
 gamma2 = fill_lowest(levels_2d(N, zero, zero), N)[0] * b2**2
@@ -133,11 +146,13 @@
 assert abs(coarse - e2.mean()) < 0.02 * bias
 
-# filling the Fermi disc at every twist instead of N orbitals
-inside = lev < 0.5 * fermi_radius(N) ** 2
-count = inside.sum(axis=1)
-disc_energy = (lev * inside).sum(axis=1).mean() * b2**2 / N
-# the sharp disc edge on a finite twist grid leaves a small sampling error
-assert abs(count.mean() / N - 1) < 5e-4
-assert abs(disc_energy - exact2) < 0.05 * bias
+# Filling the Fermi disc at every twist instead of N orbitals. The integrand
+# jumps at the disc edge, so this average needs a finer twist grid.
+M_DISC = 1000
+disc_error_coarse = fill_disc(N, M)[1] * b2**2 - exact2
+count, disc_energy = fill_disc(N, M_DISC)
+disc_energy *= b2**2
+disc_error = disc_energy - exact2
+assert abs(count.mean() / N - 1) < 1e-4
+assert abs(disc_error) < 0.05 * bias
 assert count.min() < N < count.max()
 
@@ -172,6 +187,10 @@
 print(f"2D part of Fermi disc left empty = {100 * empty:.2f} percent")
 print(f"2D disc filling: particle number from {count.min()} to {count.max()}")
-print(f"2D disc filling: mean particle number = {count.mean():.4f}")
+print(f"2D disc filling: mean particle number = {count.mean():.5f}")
 print(f"2D disc filling: mean energy / N = {disc_energy:.6f} hartree")
+print(f"2D disc filling: energy error, {M}x{M} twists ="
+      f" {disc_error_coarse:.1e} hartree")
+print(f"2D disc filling: energy error, {M_DISC}x{M_DISC} twists ="
+      f" {disc_error:.1e} hartree")
 print(f"Closed form for N = 1 and 2: pi/3 - 1 = {100*(np.pi/3-1):.4f} percent")
 print("2D relative bias in percent: N, direct filling, boundary, upper bound")
```

The mended program passes:

```
Example: r_s = 2.0 bohr, N = 13
1D cell length L = 52.000 bohr
1D kF = 0.785398 1/bohr
1D exact energy per particle = 0.1028084 hartree
1D twist-averaged energy per particle = 0.1028084 hartree
1D lowest single-twist energy = 0.102200 hartree
1D highest single-twist energy = 0.104023 hartree
2D cell side L = 12.7813 bohr
2D orbital spacing b = 0.49159 1/bohr
2D kF = 1.00000 1/bohr
2D exact energy per particle = 0.250000 hartree
2D twist-averaged energy per particle = 0.250919 hartree
2D bias per particle = 0.000919 hartree
2D bias per particle = 25.00 meV
2D relative bias = 0.3674 percent
2D shift, 100x100 to 200x200 twists = 4.8e-07 hartree
2D zero-twist energy per particle = 0.260250 hartree
2D lowest single-twist energy = 0.243092 hartree
2D highest single-twist energy = 0.262548 hartree
2D twists below the exact energy = 44.5 percent
2D smallest boundary radius = 0.9342 1/bohr
2D largest boundary radius = 1.0446 1/bohr
2D part of Fermi disc left empty = 2.51 percent
2D disc filling: particle number from 11 to 14
2D disc filling: mean particle number = 12.99995
2D disc filling: mean energy / N = 0.249998 hartree
2D disc filling: energy error, 200x200 twists = 6.9e-05 hartree
2D disc filling: energy error, 1000x1000 twists = -1.8e-06 hartree
Closed form for N = 1 and 2: pi/3 - 1 = 4.7198 percent
2D relative bias in percent: N, direct filling, boundary, upper bound
     1    4.7171    4.7198   1662.539
     2    4.7211    4.7198    654.261
     5    3.3234    3.3235    205.968
    13    0.3674    0.3675     66.593
    29    0.1001    0.1001     27.002
    49    0.0805    0.0805     15.221
   101    0.0134    0.0134      7.021
success
```
